# Marzari-Vanderbilt cold smearing: moments, occupations, entropy and free-energy bias

A Brillouin-zone sum over a metal converges slowly with the number of k-points because the occupation jumps from one to zero at the Fermi level. Smearing replaces the jump by a smooth function of width $\sigma$. The sum then converges faster, but towards a slightly different energy. This problem constructs a smearing function that keeps the difference small and finds how large it is.

The single-particle levels $\varepsilon_i$, counted per spin state, are fixed numbers. With chemical potential $\mu$, define

$$x_i=\frac{\mu-\varepsilon_i}{\sigma},\qquad f(x)=\int_{-\infty}^{x}\tilde\delta(t)\,dt ,\qquad M_n=\int_{-\infty}^{\infty}x^n\tilde\delta(x)\,dx .$$

Deep levels have large positive $x$. The function $\tilde\delta$ has unit area and Gaussian tails, and $f_i=f(x_i)$ is the occupation of level $i$. The density of states $D(\varepsilon)$ includes both spins.

## (a) Constructing the smearing function

**Take a Gaussian centred at $b$ times a linear function, $\tilde\delta=(p+qy)\,e^{-y^2}/\sqrt\pi$ with $y=x-b$. Find all choices with $M_0=1$ and $M_1=M_2=0$, and compute $M_3$ and $M_4$.**

Write $\langle g\rangle=\int g(y)e^{-y^2}dy/\sqrt\pi$. Then $\langle1\rangle=1$, $\langle y^2\rangle=\tfrac12$, $\langle y^4\rangle=\tfrac34$, and odd powers average to zero. The three conditions give, in turn,

$$M_0=p=1,$$
$$M_1=\langle(y+b)(1+qy)\rangle=b+\tfrac q2=0\;\Rightarrow\;q=-2b,$$
$$M_2=\langle(y^2+2by+b^2)(1-2by)\rangle=\tfrac12+b^2-4b^2\cdot\tfrac12=\tfrac12-b^2=0 .$$

Hence $b=\pm1/\sqrt2$. The two solutions are mirror images under $x\to-x$. Take $b=+1/\sqrt2$; part (b) gives the reason. Since $1-\sqrt2\,y=1-\sqrt2\,x+1$,

$$\tilde\delta(x)=\frac{1}{\sqrt\pi}\,e^{-(x-1/\sqrt2)^2}\,(2-\sqrt2\,x).$$

This is the Marzari-Vanderbilt cold-smearing function. For the higher moments use $b^2=\tfrac12$, so that $b^3=b/2$ and $b^4=\tfrac14$:

$$\langle(y+b)^3\rangle=\tfrac{3b}{2}+b^3=2b,\qquad \langle y(y+b)^3\rangle=\tfrac34+\tfrac{3b^2}{2}=\tfrac32,$$
$$M_3=2b-2b\cdot\tfrac32=-b=-\tfrac{1}{\sqrt2}.$$

Similarly,

$$\langle(y+b)^4\rangle=\tfrac34+3b^2+b^4=\tfrac52,\qquad \langle y(y+b)^4\rangle=4b\cdot\tfrac34+4b^3\cdot\tfrac12=4b,$$
$$M_4=\tfrac52-2b\cdot4b=\tfrac52-4=-\tfrac32 .$$

## (b) The occupations

**Find $f(x)$. Determine its sign and whether it stays below one.**

From here on $y=x-1/\sqrt2$. Integrate the two terms of $\tilde\delta=(1-\sqrt2\,y)e^{-y^2}/\sqrt\pi$ separately. The first gives $\tfrac12\operatorname{erfc}(-y)$. For the second, $\int_{-\infty}^{y}u\,e^{-u^2}du=-\tfrac12e^{-y^2}$, so

$$f(x)=\tfrac12\operatorname{erfc}(-y)+\frac{e^{-y^2}}{\sqrt{2\pi}} .$$

Both terms are positive, so $f>0$ everywhere.

The slope $f'=\tilde\delta$ is positive for $x<\sqrt2$ and negative for $x>\sqrt2$. Therefore $f$ rises from 0 to a maximum at $x=\sqrt2$ and then falls towards its limit $M_0=1$. A function that falls towards 1 lies above 1, so $f>1$ for all finite $x\ge\sqrt2$. On the rising side it crosses 1 once. Numerically the crossing is at $x=0.921$ and the maximum is $1.0833$. Every level deeper than $0.921\,\sigma$ below $\mu$ thus holds slightly more than one electron per spin state, and the excess dies out as a Gaussian with depth.

The mirror solution $b=-1/\sqrt2$ has occupation $1-f(-x)$. It stays below one but drops to $-0.0833$ above the Fermi level. Negative occupations can make the electron density negative where high-lying states dominate it, for example in the tail outside a surface. The choice $b=+1/\sqrt2$ excludes this, because a sum of $f_i|\psi_i|^2$ with $f_i>0$ cannot be negative.

## (c) Is the overshoot avoidable?

**Show that no continuous occupation function with $M_2=0$ can stay within $0\le f\le1$.**

Split $M_2=\int x^2f'(x)\,dx$ at $x=0$ and integrate by parts. On the positive side write $f'=-(1-f)'$, so that the boundary terms vanish at infinity as well as at zero:

$$\int_{-\infty}^0x^2f'\,dx=-2\int_{-\infty}^0x f\,dx=2\int_{-\infty}^0|x|f\,dx,$$
$$\int_0^\infty x^2f'\,dx=2\int_0^\infty x(1-f)\,dx .$$

Therefore

$$\frac{M_2}{2}=\int_{-\infty}^0|x|\,f\,dx+\int_0^\infty x\,(1-f)\,dx .$$

If $0\le f\le1$, neither integral is negative. Their sum can vanish only if $f=0$ for $x<0$ and $f=1$ for $x>0$, which is the discontinuous step. A smooth $f$ with $M_2=0$ must leave the interval somewhere. Cold smearing does so on the occupied side: its two integrals are $+0.0605$ and $-0.0605$.

## (d) The generalized entropy

**Find $S(x)$ such that the occupations of part (b) make $F=\sum_i(f_i\varepsilon_i-\sigma S_i)$ stationary at fixed $N=\sum_if_i$. Is the stationary point a minimum?**

With $\mu$ as the multiplier for the constraint, stationarity with respect to $f_i$ requires

$$\varepsilon_i-\sigma\frac{dS}{df}\Big|_i=\mu\quad\Rightarrow\quad\frac{dS}{df}=\frac{\varepsilon_i-\mu}{\sigma}=-x_i .$$

Since $df=\tilde\delta\,dx$, this means $dS/dx=-x\tilde\delta(x)$. An empty level should carry no entropy, so $S(-\infty)=0$. To integrate, expand

$$x(1-\sqrt2\,y)=\Big(y+\tfrac1{\sqrt2}\Big)(1-\sqrt2\,y)=y-\sqrt2\,y^2+\tfrac1{\sqrt2}-y=\tfrac{1}{\sqrt2}(1-2y^2).$$

Because $\frac{d}{dy}\big(y\,e^{-y^2}\big)=(1-2y^2)e^{-y^2}$,

$$S(x)=-\int_{-\infty}^xt\,\tilde\delta(t)\,dt=-\frac{y\,e^{-y^2}}{\sqrt{2\pi}} .$$

It also vanishes for full levels, $x\to+\infty$, as $M_1=0$ requires. This $S$ is not a thermodynamic entropy: it is negative for $x>1/\sqrt2$, and $\sigma$ is not a temperature.

Nor is $S$ a single-valued function of $f$ above $f=1$. The occupation $1.05$ occurs at $x=1.088$ with $S=-0.131$ and at $x=1.904$ with $S=-0.114$. The entropy must therefore be treated as a function of $x$.

Differentiating $dS/df=-x$ once more gives $d^2S/df^2=-1/\tilde\delta$. The second derivative of $f\varepsilon-\sigma S$ with respect to $f$ is then $\sigma/\tilde\delta$, positive for $x<\sqrt2$ and negative for $x>\sqrt2$. At fixed $N$ an occupation cannot change alone, so move a small amount $\epsilon$ from level $i$ to level $j$. The first-order change of $F$ vanishes and the second-order change is $\tfrac12\sigma\epsilon^2\,[1/\tilde\delta(x_i)+1/\tilde\delta(x_j)]$. This is negative when both levels lie deeper than $\sqrt2\,\sigma$ below $\mu$ and positive when both have $x<\sqrt2$. With at least two deep levels the stationary point is therefore not a minimum, and with two levels of each kind it is a saddle point.

What the later parts need is stationarity alone. For any small changes of the $x_i$ at fixed levels and fixed $\sigma$,

$$dF=\sum_i(\varepsilon_i+\sigma x_i)\,df_i=\mu\sum_idf_i,$$

which vanishes at fixed $N$.

## (e) The bias at fixed chemical potential

**Let $\Omega_\sigma(\mu)=F-\mu N$ and let $\Omega_0$ be its unsmeared value. Find $\Omega_\sigma-\Omega_0$ through order $\sigma^4$ for a converged k-sum and a smooth $D$.**

From $\varepsilon_i-\mu=-\sigma x_i$,

$$\Omega_\sigma=\sum_i\big[(\varepsilon_i-\mu)f_i-\sigma S_i\big]=-\sigma\sum_i\,(x_if_i+S_i).$$

The derivative of the bracket is $\frac{d}{dx}(xf+S)=f+x\tilde\delta-x\tilde\delta=f$, and the bracket vanishes at $x\to-\infty$. It is therefore the integral of $f$. Writing $f(u)=\int\theta(u-t)\tilde\delta(t)\,dt$ and integrating over $u$ up to $x$,

$$xf+S=\int(x-t)_+\,\tilde\delta(t)\,dt,\qquad(z)_+=\max(z,0).$$

Now $\sigma(x_i-t)_+=(\mu-\sigma t-\varepsilon_i)_+$, and the unsmeared grand potential is $\Omega_0(\mu)=-\sum_i(\mu-\varepsilon_i)_+$. Hence

$$\Omega_\sigma(\mu)=\int\tilde\delta(t)\,\Omega_0(\mu-\sigma t)\,dt .$$

Smearing averages the unsmeared grand potential over nearby chemical potentials. For a converged k-sum, $\Omega_0'=-N_0(\mu)$, the number of electrons below $\mu$, so $\Omega_0''=-D$, $\Omega_0'''=-D'$ and $\Omega_0''''=-D''$. A Taylor expansion in $\sigma t$ gives terms $(-\sigma)^nM_n\Omega_0^{(n)}/n!$:

$$\Omega_\sigma-\Omega_0=-\frac{M_2}{2}\sigma^2D+\frac{M_3}{6}\sigma^3D'-\frac{M_4}{24}\sigma^4D''+O(\sigma^5).$$

The term $n=1$ is absent because $M_1=0$. Inserting the moments from part (a),

$$\Omega_\sigma-\Omega_0=-\frac{\sigma^3D'(\mu)}{6\sqrt2}+\frac{\sigma^4D''(\mu)}{16}+O(\sigma^5).$$

For comparison, the plain Gaussian $\tilde\delta=e^{-x^2}/\sqrt\pi$ has $M_2=\tfrac12$ and a leading bias $-\sigma^2D/4$. Cold smearing removes this term but leaves a cubic one, because its $M_3$ is nonzero. The symmetric function $(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$ has $M_2=M_3=0$ and so avoids both, but its occupations become negative, down to $-0.035$. Cold smearing keeps them positive.

The expansion needs a $D$ that is smooth over several $\sigma$ around $\mu$. Singularities farther away enter with the Gaussian weight of the tails of $\tilde\delta$.

## (f) The bias at fixed electron number

**A calculation fixes $N$, and $\mu$ adjusts. Find $F_\sigma-E_0$, where $E_0$ is the unsmeared energy, assuming $D(\varepsilon_F)>0$.**

Let $\varepsilon_F$ be the unsmeared Fermi level, $N_0(\varepsilon_F)=N$, and let $B(\mu)=\Omega_\sigma-\Omega_0$. Then $F_\sigma=\Omega_0(\mu)+B(\mu)+\mu N$, evaluated where its derivative with respect to $\mu$ vanishes, since $\Omega_\sigma'=-N$. Put $\mu=\varepsilon_F+\eta$ and expand. The terms linear in $\eta$ from $\Omega_0$ and $\mu N$ cancel, and $\Omega_0(\varepsilon_F)+\varepsilon_FN=E_0$, so

$$F_\sigma=E_0+B(\varepsilon_F)+B'\eta-\tfrac12D\eta^2+\dots$$

Stationarity in $\eta$ gives, to leading order,

$$\eta=\frac{B'}{D}=-\frac{\sigma^3D''}{6\sqrt2\,D}.$$

The terms containing $\eta$ then add up to $B'^2/(2D)$, which is of order $\sigma^6$. The shift of the Fermi level does not affect the orders retained, and with $1/(6\sqrt2)=\sqrt2/12$

$$F_\sigma-E_0=-\frac{\sqrt2}{12}\,\sigma^3D'(\varepsilon_F)+\frac{\sigma^4}{16}D''(\varepsilon_F)+O(\sigma^5).$$

The sign of the leading bias follows the slope of the density of states: for $\sigma$ small enough that the cubic term dominates, $F_\sigma$ lies below $E_0$ where $D$ rises and above it where $D$ falls. Where $D'$ is small or zero, the quartic term can set the sign. $F_\sigma$ is therefore not a variational bound on $E_0$.

## (g) Which energy to use

**Find the bias of $E=\sum_if_i\varepsilon_i$, a combination of $E$ and $F$ free of the cubic term, and the derivative of $F$ with respect to a parameter $\lambda$ of the levels.**

Vary $\sigma$ at fixed $N$ and fixed levels. By the stationarity shown in part (d), the changes of $f_i$ and $S_i$ cancel, and only the explicit $\sigma$ remains:

$$\frac{dF}{d\sigma}=-S_{\rm tot},\qquad S_{\rm tot}=\sum_iS_i,\qquad E=F+\sigma S_{\rm tot}=F-\sigma\frac{dF}{d\sigma}.$$

Write $F=E_0+A\sigma^3+C\sigma^4$ with $A=-\sqrt2D'/12$ and $C=D''/16$. Then

$$E=E_0-2A\sigma^3-3C\sigma^4,$$
$$\frac{2F+E}{3}=E_0+\frac{2C-3C}{3}\sigma^4=E_0-\frac{\sigma^4D''}{48},$$

up to $O(\sigma^5)$. If $D'(\varepsilon_F)\neq0$, the leading bias of $E$ is twice that of $F$ and opposite in sign; if $D'(\varepsilon_F)=0$, the quartic terms lead and the factor is three.

If the levels depend on $\lambda$, the same cancellation at fixed $\sigma$ and $N$ gives

$$\frac{dF}{d\lambda}=\sum_if_i\frac{d\varepsilon_i}{d\lambda},\qquad\frac{dE}{d\lambda}=\sum_if_i\frac{d\varepsilon_i}{d\lambda}+\sigma\frac{dS_{\rm tot}}{d\lambda}.$$

Forces computed from the occupations alone are thus derivatives of $F$, not of $E$.

## (h) A chain

**Apply the results to $\varepsilon(k)=-2t\cos k$ with $t=1$ eV and $2/3$ electron per site.**

Both spins fill $|k|<k_F$, so the number per site is $2k_F/\pi=2/3$. Hence $k_F=\pi/3$ and $\varepsilon_F=-1$ eV. The exact energy per site is

$$E_0=\frac{2}{2\pi}\int_{-k_F}^{k_F}(-2t\cos k)\,dk=-\frac{4t}{\pi}\sin k_F=-1.10266\ \text{eV}.$$

The number of electrons below $\varepsilon$ is $\frac2\pi\arccos(-\varepsilon/2t)$. With energies in eV, its derivatives at $\varepsilon=-1$ are

$$D=\frac2\pi(4-\varepsilon^2)^{-1/2}=0.3676\ \text{eV}^{-1},$$
$$D'=\frac2\pi\,\varepsilon\,(4-\varepsilon^2)^{-3/2}=-0.1225\ \text{eV}^{-2},$$
$$D''=\frac2\pi\big[(4-\varepsilon^2)^{-3/2}+3\varepsilon^2(4-\varepsilon^2)^{-5/2}\big]=0.2450\ \text{eV}^{-3}.$$

For $\sigma=0.1$ eV the cubic term is $0.11785\times0.1225\times10^{-3}$ eV $=14.4$ µeV and the quartic term is $0.2450\times10^{-4}/16$ eV $=1.5$ µeV. Together they give 16.0 µeV, against 16.2 µeV from an explicit sum over 4000 k-points. All biases below are in µeV per site.

| $\sigma$ (eV) | $F-E_0$ | cubic | two terms | Gaussian $F-E_0$ |
|---|---|---|---|---|
| 0.2 | 149.5 | 115.5 | 140.0 | −3686 |
| 0.1 | 16.21 | 14.44 | 15.97 | −919.5 |
| 0.05 | 1.907 | 1.805 | 1.901 | −229.8 |

The bias is positive because $D$ falls with energy at this filling. The cubic term alone is a leading-order estimate: at $\sigma=0.2$ eV it supplies about 77% of the bias. What remains after two terms scales as $\sigma^{5.1}$ between 0.1 and 0.05 eV, consistent with the stated $O(\sigma^5)$.

At $\sigma=0.1$ eV, $E-E_0=-34.5$ µeV, close to minus twice the bias of $F$, while $(2F+E)/3$ is off by only $-0.68$ µeV.

For the derivative, add a second-neighbour term $-2t_2\cos2k$ and differentiate at $t_2=0$ with $\sigma=0.2$ eV. The numerical $dF/dt_2$ and the occupation sum both equal $-0.55284$, whereas $dE/dt_2=-0.54771$.

Coarse meshes show what the smearing buys and what it costs. Here $\sigma=0.2$ eV, and the equally spaced meshes include $k=0$; a shifted mesh has different mesh errors.

| k-points | sharp $E-E_0$ | cold $F-E_0$ |
|---|---|---|
| 40 | 792.7 | 130.1 |
| 80 | 184.1 | 149.5 |
| 160 | 47.8 | 149.5 |

With 40 points the cold result still contains a mesh error of $-19.4$ µeV, which happens to offset part of the bias. With 80 points the mesh error is negligible and the smearing bias is all that is left. With 160 points the sharp sum is the more accurate of the two. More k-points cannot remove the smearing bias. On a converged mesh, a smaller $\sigma$ or the combination $(2F+E)/3$ reduces it. A smaller $\sigma$ also needs a denser mesh: on the 40-point mesh of the table, lowering $\sigma$ to 0.1 eV changes the total error from $+130$ to $-393$ µeV, because the mesh error grows. Its size and sign depend on how the mesh is shifted.

## (i) Where the cubic law fails

**Suppose $D$ jumps from $D_-$ to $D_+$ exactly at $\mu$, as at a two-dimensional band edge. Find the leading bias of $\Omega$.**

The average $\int\tilde\delta(t)\,\Omega_0(\mu-\sigma t)\,dt$ remains valid, but the second-order term of $\Omega_0$ now differs on the two sides. Positive $t$ samples energies below $\mu$, where the density is $D_-$, and negative $t$ samples $D_+$:

$$\Omega_\sigma-\Omega_0\simeq-\frac{\sigma^2}{2}\Big[D_+\int_{-\infty}^0t^2\tilde\delta\,dt+D_-\int_0^\infty t^2\tilde\delta\,dt\Big].$$

Since $M_2=0$, the second integral is minus the first. Call the first $J$; the bias is then $-\tfrac12\sigma^2(D_+-D_-)J$. By part (c), $J/2=\int_{-\infty}^0|x|f\,dx=0.0605$, so

$$\Omega_\sigma-\Omega_0\simeq-0.0605\,\sigma^2\,(D_+-D_-).$$

For a jump of 1 eV$^{-1}$ this is $-2420$ µeV at $\sigma=0.2$ eV and $-605$ µeV at $0.1$ eV, a factor of four for a factor of two in $\sigma$. The coefficient belongs to $\Omega$ at fixed $\mu$: at fixed $N$ the chemical potential now shifts at order $\sigma$, so the bias of $F$ is also quadratic but has a different coefficient. The vanishing second moment removes the quadratic bias only if both sides of the Fermi level have the same density of states. When a van Hove singularity lies within a few $\sigma$ of $\varepsilon_F$, the cubic law should not be used to estimate the error; convergence with $\sigma$ has to be checked directly.

The numerical check checks the moments, the occupation and entropy functions, the bias laws and this jump case numerically.

## Computed values

```
moments M0..M5 (dimensionless): 1, 0, 0, -sqrt(2)/2, -3/2, -3*sqrt(2)
M3 = -0.707107, M4 = -1.500000, M5 = -4.242641
centres b allowed by M0=1, M1=M2=0: -0.707107, 0.707107
f at x=0: 0.400626;  f = 1 crossed at x = 0.921099
maximum f = 1.083315 at x = 1.414
lowest occupation of the mirror-image smearing: -0.083315
int |x| f (x<0) = 0.060493, int x(1-f) (x>0) = -0.060493
d2S/df2 at x=1: -3.297; at x=2: 11.384
f = 1.05 at x = 1.0880 (S = -0.13143) and x = 1.9036 (S = -0.11404)
chain: t = 1.0 eV, electrons per site = 0.666667, e_F = -1.000000 eV
exact E0 = -1.10265779 eV per site
D = 0.367553 /eV, D' = -0.122518 /eV^2, D'' = 0.245035 /eV^3
biases in micro-eV per site:
sigma=0.200 eV: F-E0=149.4702, cubic law=115.5106, two-term law=140.0141
   E-E0=-347.1669, (2F+E)/3-E0=-16.0755, Gaussian F-E0=-3686.016
sigma=0.100 eV: F-E0=16.2086, cubic law=14.4388, two-term law=15.9703
   E-E0=-34.4695, (2F+E)/3-E0=-0.6841, Gaussian F-E0=-919.524
sigma=0.050 eV: F-E0=1.9074, cubic law=1.8049, two-term law=1.9006
   E-E0=-3.9247, (2F+E)/3-E0=-0.0366, Gaussian F-E0=-229.760
sigma=0.025 eV: F-E0=0.2318, cubic law=0.2256, two-term law=0.2316
   E-E0=-0.4700, (2F+E)/3-E0=-0.0021, Gaussian F-E0=-57.433
extrapolated (F-E0)/(sigma^3 D') = -0.117619; -sqrt2/12 = -0.117851
order in sigma of the remainder after two terms: 5.125
Gaussian law -sigma^2 D/4 at sigma=0.2 eV: -3675.526 micro-eV
-sigma^4 D''/48 at sigma=0.025 eV: -0.00199 micro-eV
mu-e_F at sigma=0.025 eV: -1.2676, law -1.2276 micro-eV
sigma=0.2 eV: dF/dsigma = 0.0024832, total S = -0.0024832 (dimensionless)
sigma=0.2 eV: dF/dt2 = -0.552842, sum f de/dt2 = -0.552842, dE/dt2 = -0.547714
40 k-points: sharp E-E0 = 792.692, cold F-E0 (sigma=0.2 eV) = 130.112 micro-eV
80 k-points: sharp E-E0 = 184.106, cold F-E0 (sigma=0.2 eV) = 149.470 micro-eV
160 k-points: sharp E-E0 = 47.825, cold F-E0 (sigma=0.2 eV) = 149.470 micro-eV
mesh part of cold F: 40 points -19.3581, 80 points -1.64e-06 micro-eV
jump of D by 1 /eV at mu, sigma=0.2 eV: bias of Omega = -2419.707 micro-eV
jump of D by 1 /eV at mu, sigma=0.1 eV: bias of Omega = -604.927 micro-eV
```
